# Finite-size correction to diffusion coefficients in periodic cells: verification in Python

```python
"""
Result under test: in a cubic periodic cell of edge L the diffusion coefficient is
    D_PBC = D_0 - xi*kT/(6*pi*eta*L),   xi = 2.8373,
where -xi/L is the potential at a unit point charge due to its periodic images
and a uniform neutralizing background (mean potential zero).
Symbols: eta viscosity, kT thermal energy, a sphere radius, V cell volume,
dT = periodic minus free Oseen tensor at the origin (computed with eta = 1).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc, sici, spherical_jn

pi = np.pi


def integer_grid(limits):
    axes = [np.arange(-m, m + 1) for m in limits]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    return grid[np.any(grid != 0, axis=1)].astype(float)


def smeared_difference(box, s):
    """Diagonal of periodic minus free Oseen tensor, averaged over a Gaussian
    of variance s per axis; the free part is integrated in real space."""
    box = np.array(box, float)
    k = 2 * pi * integer_grid(np.ceil(12 * box).astype(int)) / box
    k2 = np.sum(k**2, axis=1)
    weight = np.exp(-k2 * s / 2) / k2 / np.prod(box)
    periodic = np.sum(weight[:, None] * (1 - k**2 / k2[:, None]), axis=0)

    def integrand(r):
        mean_oseen_times_r = 4 / (8 * pi) / 3
        gauss = np.exp(-r * r / (2 * s)) / (2 * pi * s) ** 1.5
        return mean_oseen_times_r * 4 * pi * r * gauss

    free = quad(integrand, 0, 12 * np.sqrt(s), epsabs=1e-12, epsrel=1e-11)[0]
    return periodic - free


def oseen_difference(box):
    """Remove the smearing: the average is linear in s up to tiny image terms."""
    s1, s2 = 0.015, 0.025
    m1, m2 = smeared_difference(box, s1), smeared_difference(box, s2)
    slope = (m2 - m1) / (s2 - s1)
    return m1 - slope * s1, slope


def image_potential_ewald(box, kappa=2.0):
    """Electrostatic potential at a unit charge from images and background."""
    box = np.array(box, float)
    volume = np.prod(box)
    r = np.linalg.norm(integer_grid([5, 5, 5]) * box, axis=1)
    k = 2 * pi * integer_grid(np.ceil(7 * box).astype(int)) / box
    k2 = np.sum(k**2, axis=1)
    return (np.sum(erfc(kappa * r) / r)
            + 4 * pi / volume * np.sum(np.exp(-k2 / (4 * kappa**2)) / k2)
            - 2 * kappa / np.sqrt(pi) - pi / (kappa**2 * volume))


def image_potential_cubes():
    """Same potential for L = 1 from a plain real-space sum over neutral cubes."""
    x, w = np.polynomial.legendre.leggauss(30)
    x, w = x / 2, w / 2
    face = np.sum(np.outer(w, w) / np.sqrt(x[:, None]**2 + x[None, :]**2 + 0.25))
    own_background = 1.5 * face
    cells = integer_grid([16, 16, 16])
    neutral = 1 / np.linalg.norm(cells, axis=1)
    x, w = np.polynomial.legendre.leggauss(6)
    x, w = x / 2, w / 2
    for i in range(6):
        for j in range(6):
            for m in range(6):
                shifted = cells + np.array([x[i], x[j], x[m]])
                dist = np.sqrt(np.einsum("ij,ij->i", shifted, shifted))
                neutral -= w[i] * w[j] * w[m] / dist
    layer = np.max(np.abs(cells), axis=1)
    sum8, sum16 = np.sum(neutral[layer <= 8]), np.sum(neutral)
    # the omitted cells contribute as the inverse square of the cube half-width
    images = (16.5**2 * sum16 - 8.5**2 * sum8) / (16.5**2 - 8.5**2)
    mean_potential = pi / 6
    return images - own_background - mean_potential


# reciprocal vectors of one octant, with multiplicities, inside a sphere
CUT = 80
axis = np.arange(CUT + 1)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij")
n2 = nx**2 + ny**2 + nz**2
inside = (n2 > 0) & (n2 <= CUT**2)
multiplicity = (2.0 ** ((nx > 0).astype(int) + (ny > 0) + (nz > 0)))[inside]
k_length = 2 * pi * np.sqrt(n2[inside])
cos2 = nz[inside]**2 / n2[inside]


def sphere_mobility(alpha):
    """Mobility of a sphere of radius alpha (L = 1) over its free Stokes value:
    with uniform surface force, and with the force relaxed by the l = 2 patterns
    (the lowest that a rigid sphere needs)."""
    x = k_length * alpha
    j0, j2 = np.sinc(x / pi), spherical_jn(2, x)
    patterns = np.array([j0, j2, j2 * cos2])
    weight = multiplicity * (1 - cos2) / k_length**2
    matrix = (patterns * weight) @ patterns.T
    q = 2 * pi * CUT
    tail = np.sin(q * alpha)**2 / q + alpha * (pi / 2 - sici(2 * q * alpha)[0])
    angular = np.array([[2/3, -2/3, -2/15], [-2/3, 2/3, 2/15], [-2/15, 2/15, 2/35]])
    matrix += angular * tail / (2 * pi**2 * alpha**2)
    matrix *= 6 * pi * alpha
    relaxation = matrix[0, 1:] @ np.linalg.solve(matrix[1:, 1:], matrix[1:, 0])
    return matrix[0, 0], matrix[0, 0] - relaxation


# --- free Oseen field: divergence-free and solves the Stokes equation
X = sp.symbols("x y z", real=True)
R = sp.sqrt(sum(c**2 for c in X))
flow = [(1 if i == 0 else 0) / R + X[0] * X[i] / R**3 for i in range(3)]
pressure = 2 * X[0] / R**3
assert sp.simplify(sum(sp.diff(flow[i], X[i]) for i in range(3))) == 0
for i in range(3):
    laplacian = sum(sp.diff(flow[i], c, 2) for c in X)
    assert sp.simplify(laplacian - sp.diff(pressure, X[i])) == 0

# --- hydrodynamic constant against two electrostatic sums
cube = [1, 1, 1]
dT_cube, slope_cube = oseen_difference(cube)
xi_flow = -6 * pi * dT_cube
xi_ewald = -image_potential_ewald(cube)
xi_cubes = -image_potential_cubes()
assert np.ptp(xi_flow) < 1e-8
assert abs(xi_flow[0] - xi_ewald) < 1e-6
assert abs(xi_cubes - xi_ewald) < 5e-5
# regular part: exactly quadratic growth, set by the uniform background
midpoint = smeared_difference(cube, 0.020)
assert np.allclose(midpoint, dT_cube + 0.020 * slope_cube, atol=1e-7)
assert np.allclose(slope_cube, 1 / 3, atol=1e-5)
xi = xi_ewald

# --- tetragonal cell: components differ, mean is still the Madelung constant
tetragonal = [1, 1, 2]
length = 2 ** (1 / 3)
xi_tet = -6 * pi * length * oseen_difference(tetragonal)[0]
xi_tet_charge = -length * image_potential_ewald(tetragonal)
assert abs(np.mean(xi_tet) - xi_tet_charge) < 1e-6
assert abs(xi_tet[0] - xi_tet[2]) > 0.1

# --- finite sphere
largest_sphere_error = 0.0
for alpha in (0.03, 0.1, 0.2, 0.3, 0.4):
    formula = 1 - xi * alpha + 4 * pi / 3 * alpha**3
    error = abs(sphere_mobility(alpha)[0] - formula)
    largest_sphere_error = max(largest_sphere_error, error)
assert largest_sphere_error < 5e-5
drop = {}
for alpha in (0.10, 0.15):
    uniform, relaxed = sphere_mobility(alpha)
    drop[alpha] = uniform - relaxed
power = np.log(drop[0.15] / drop[0.10]) / np.log(1.5)
assert 5.3 < power < 6.7

print(f"xi from Oseen tensor: {xi_flow[0]:.6f}")
print(f"xi from Ewald charge sum: {xi_ewald:.6f}")
print(f"xi from neutral cubes: {xi_cubes:.5f}")
print(f"Smearing slope (eta=L=1): {slope_cube[0]:.6f}")
print(f"Cell 1:1:2, xi short axes: {xi_tet[0]:.4f}")
print(f"Cell 1:1:2, xi long axis: {xi_tet[2]:.4f}")
print(f"Cell 1:1:2, mean xi: {np.mean(xi_tet):.4f}")
print(f"Cell 1:1:2, charge xi: {xi_tet_charge:.4f}")
print(f"Largest sphere-formula error: {largest_sphere_error:.1e}")
print(f"Relaxation drop at a/L=0.10: {drop[0.10]:.2e}")
print(f"Relaxation drop at a/L=0.15: {drop[0.15]:.2e}")
print(f"Power of a/L in the drop: {power:.2f}")

# --- worked example: water-like liquid, rough input values
temperature = 298.0       # K
viscosity = 0.9e-3        # Pa s
density = 1000.0          # kg/m^3
molar_mass = 18.015e-3    # kg/mol
unit = 1e-9               # m^2/s, equal to 1e-5 cm^2/s
kT = const.k * temperature
molecule_volume = molar_mass / const.N_A / density
print(f"Temperature: {temperature:.0f} K")
print(f"Viscosity: {viscosity*1e3:.2f} mPa s")
print(f"Density: {density/1000:.2f} g/cm3")
print(f"Molar mass: {molar_mass*1e3:.3f} g/mol")
print(f"kT: {kT:.4e} J")
print("All D below in 1e-5 cm2/s")
numbers = (64, 128, 512, 4096)
edges = {n: (n * molecule_volume) ** (1 / 3) for n in numbers}
shift = {n: xi * kT / (6 * pi * viscosity * edges[n]) for n in numbers}
for n in numbers:
    print(f"N={n}: L={edges[n]*1e9:.3f} nm, correction={shift[n]/unit:.3f}")

for name, d_free in (("water", 2.3 * unit), ("ion", 0.7 * unit)):
    radius = kT / (6 * pi * viscosity * d_free)
    print(f"{name}: D_0={d_free/unit:.2f}, a={radius*1e9:.3f} nm")
    seen = {}
    for n in numbers:
        seen[n] = d_free * sphere_mobility(radius / edges[n])[1]
        print(f"{name} N={n}: D_PBC={seen[n]/unit:.3f}, "
              f"corrected={(seen[n]+shift[n])/unit:.3f}")
    l1, l2 = edges[64], edges[512]
    d_fit = (seen[512] * l2 - seen[64] * l1) / (l2 - l1)
    slope = (seen[512] - seen[64]) / (1 / l1 - 1 / l2)
    eta_fit = xi * kT / (6 * pi * slope)
    print(f"{name} fit N=64,512: D_0={d_fit/unit:.3f}, "
          f"eta={eta_fit*1e3:.3f} mPa s")
    ratio = radius / l1
    cubic = d_free * 4 * pi / 3 * ratio**3
    uniform, relaxed = sphere_mobility(ratio)
    print(f"{name} N=64: a/L={ratio:.3f}, cubic term={cubic/unit:.4f}")
    print(f"{name} N=64: relaxation={d_free*(uniform-relaxed)/unit:.4f}")

change = shift[64] * (1 - 1 / 1.1)
print(f"N=64: correction lost if eta +10%: {change/unit:.3f}")
print(f"N=64: correction if eta doubled: {shift[64]/2/unit:.3f}")
momentum_time = edges[64]**2 * density / (4 * pi**2 * viscosity)
print(f"N=64: slowest momentum decay: {momentum_time*1e12:.3f} ps")
long_time = edges[4096]**2 * density / (4 * pi**2 * viscosity)
print(f"N=4096: slowest momentum decay: {long_time*1e12:.3f} ps")
print("success")
```

It prints:

```
xi from Oseen tensor: 2.837297
xi from Ewald charge sum: 2.837297
xi from neutral cubes: 2.83729
Smearing slope (eta=L=1): 0.333333
Cell 1:1:2, xi short axes: 1.5702
Cell 1:1:2, xi long axis: 3.6852
Cell 1:1:2, mean xi: 2.2752
Cell 1:1:2, charge xi: 2.2752
Largest sphere-formula error: 2.3e-06
Relaxation drop at a/L=0.10: 2.56e-05
Relaxation drop at a/L=0.15: 2.67e-04
Power of a/L in the drop: 5.79
Temperature: 298 K
Viscosity: 0.90 mPa s
Density: 1.00 g/cm3
Molar mass: 18.015 g/mol
kT: 4.1143e-21 J
All D below in 1e-5 cm2/s
N=64: L=1.242 nm, correction=0.554
N=128: L=1.564 nm, correction=0.440
N=512: L=2.483 nm, correction=0.277
N=4096: L=4.967 nm, correction=0.139
water: D_0=2.30, a=0.105 nm
water N=64: D_PBC=1.752, corrected=2.306
water N=128: D_PBC=1.863, corrected=2.303
water N=512: D_PBC=2.024, corrected=2.301
water N=4096: D_PBC=2.162, corrected=2.300
water fit N=64,512: D_0=2.296, eta=0.917 mPa s
water N=64: a/L=0.085, cubic term=0.0059
water N=64: relaxation=0.0000
ion: D_0=0.70, a=0.346 nm
ion N=64: D_PBC=0.204, corrected=0.759
ion N=128: D_PBC=0.290, corrected=0.730
ion N=512: D_PBC=0.431, corrected=0.708
ion N=4096: D_PBC=0.562, corrected=0.701
ion fit N=64,512: D_0=0.657, eta=1.102 mPa s
ion N=64: a/L=0.279, cubic term=0.0637
ion N=64: relaxation=0.0051
N=64: correction lost if eta +10%: 0.050
N=64: correction if eta doubled: 0.277
N=64: slowest momentum decay: 0.043 ps
N=4096: slowest momentum decay: 0.694 ps
success
```
